# A One-Dimensional Dirac Quantum Walk: Unitarity, Causality, Dispersion and Leading Error

## Definitions and conventions

A free particle of mass $m$ in one space dimension has a two-component wave function $\psi=(u,v)^T$ and obeys

$$i\hbar\,\partial_t\psi=(c\,p\,\sigma_z+mc^2\sigma_x)\psi,\qquad p=-i\hbar\,\partial_x .$$

There is no potential. With $M=mc^2/\hbar$ the components satisfy

$$\partial_t u=-c\,\partial_x u-iMv,\qquad \partial_t v=+c\,\partial_x v-iMu .$$

Without mass, $u$ moves to the right and $v$ to the left, both at speed $c$. The mass turns one into the other.

On a plane wave $e^{ikx}$, with $\kappa=ck$, the generator is $G=H/\hbar=\kappa\sigma_z+M\sigma_x$. The two matrices anticommute, so $G^2=\kappa^2+M^2$, and the frequencies are $\pm\Omega$ with $\Omega=\sqrt{\kappa^2+M^2}$.

The lattice has sites $x_j=j\,dx$ and times $t_n=n\,dt$, tied together by $dx=c\,dt$. Two dimensionless numbers measure the step:

$$\mu=M\,dt,\qquad a=k\,dx=\kappa\,dt .$$

The squared norm is $dx\sum_j(|u_j|^2+|v_j|^2)$. The lattice is infinite, or a ring large enough that no signal has gone round it.

## The two moves

If only the kinetic term acts for a time $dt$, then $u(x)$ becomes $u(x-c\,dt)$ and $v(x)$ becomes $v(x+c\,dt)$. Because $c\,dt=dx$, this is a move by one site, called the shift $S$:

$$u_j\leftarrow u_{j-1},\qquad v_j\leftarrow v_{j+1}.$$

No derivative has been approximated and nothing is interpolated.

If only the mass term acts, each site is multiplied by the coin

$$C(\mu)=e^{-i\mu\sigma_x}=\cos\mu-i\sigma_x\sin\mu,$$

where $\sigma_x^2=1$ was used to sum the exponential series. In components,

$$u_j\leftarrow \cos\mu\,u_j-i\sin\mu\,v_j,\qquad v_j\leftarrow \cos\mu\,v_j-i\sin\mu\,u_j .$$

The plain walk does the shift first and then the coin, $W=C(\mu)S$. Each move is exact by itself. The error arises because the two do not commute.

## Three steps by hand

Write $q=\cos\mu$ and $s=\sin\mu$. Start with $u_0=1$ and all else zero.

**Step 1.** The shift puts the 1 at site 1. The coin gives $u_1=q$, $v_1=-is$.

**Step 2.** The shift carries $q$ to site 2 in $u$ and $-is$ to site 0 in $v$. The coin gives

- site 2: $u=q^2$, $v=-isq$;
- site 0: $u=(-is)(-is)=-s^2$, $v=-isq$.

The total probability is $q^4+s^2q^2+s^4+s^2q^2=(q^2+s^2)^2=1$.

**Step 3.** After the shift, site 3 holds $u=q^2$, site 1 holds $u=-s^2$ and $v=-isq$, and site $-1$ holds $v=-isq$. The coin gives

- site 3: $u=q^3$, $v=-isq^2$;
- site 1: $u=-qs^2-is(-isq)=-2qs^2$, $v=-isq^2+is^3=-is(q^2-s^2)$;
- site $-1$: $u=-s^2q$, $v=-isq^2$.

The three site probabilities are $q^4$, then $s^2[4q^2s^2+(q^2-s^2)^2]=s^2$, and $s^2q^2$. Their sum is $q^2(q^2+s^2)+s^2=1$.

Three features are visible: the norm is kept, nothing lies beyond site 3, and only odd sites are occupied after an odd number of steps. All three hold in general.

## Unitarity

The shift permutes the entries of the wave function, so it preserves every inner product and has an inverse. The coin satisfies

$$C^\dagger C=(\cos\mu+i\sigma_x\sin\mu)(\cos\mu-i\sigma_x\sin\mu)=\cos^2\mu+\sin^2\mu=1 .$$

Hence $W^\dagger W=S^\dagger C^\dagger CS=1$, and $W^{-1}=S^{-1}C(-\mu)$ is again a walk with moves of one site. The same argument covers the symmetric walk

$$W_s=C(\mu/2)\,S\,C(\mu/2),$$

whose inverse is $C(-\mu/2)S^{-1}C(-\mu/2)$. No condition on $dt$ was needed. In floating-point arithmetic rounding remains: the packet runs below show norm drifts of about $10^{-13}$ or less.

## Causality

Suppose that after $n$ steps the amplitude from a source at site 0 lies within $|j|\le n$. The coin moves nothing between sites and the shift moves each component by one site. After the next step the amplitude lies within $|j|\le n+1$. The claim holds at $n=0$, so it holds for every $n$, for both walks.

The limit $n\,dx=ct_n$ is the light cone of the differential equation itself. To see this, add the component equations multiplied by $u^*$ and $v^*$ to their complex conjugates. The mass terms give $-iM(u^*v+v^*u)$ plus its conjugate; the bracket is real, so they cancel. What is left is

$$\partial_t(|u|^2+|v|^2)=-c\,\partial_x(|u|^2-|v|^2).$$

The probability $P$ to the right of a point $X=X_0+ct$ changes because the point moves and because current crosses it:

$$\frac{dP}{dt}=-c(|u|^2+|v|^2)+c(|u|^2-|v|^2)=-2c|v|^2\le0,$$

taken at $X$. If $P$ is zero at first, it stays zero. The mirror argument holds on the left.

The walk reaches the cone. In the example by hand the front amplitude in $u$ gains one factor $\cos\mu$ per step, so it is $\cos^n\mu$ at site $n$. A source in $v$ does the same on the left. For $\mu=0.1$ and 50 steps this is $0.7785$, which puts a probability $0.606$ in that one component. Outside the cone the computed amplitude is zero, without rounding residue.

Each shift also changes the parity of the site, and the coin leaves it alone. A source at site 0 therefore fills only sites with $j+n$ even. The lattice carries two independent walks, one on each parity class.

## The dispersion relation

On a plane wave $\psi_j=e^{ikj\,dx}\chi$, taking $u$ from site $j-1$ multiplies it by $e^{-ia}$, and taking $v$ from site $j+1$ multiplies it by $e^{+ia}$. Thus

$$S=e^{-ia\sigma_z}=\cos a-i\sigma_z\sin a .$$

Let $D=C(\mu/2)$. Since $\sigma_x\sigma_z=-\sigma_z\sigma_x$, moving $\sigma_z$ through $D$ reverses the sign of its exponent: $D\sigma_z=\sigma_zD^{-1}$. Therefore $D\sigma_zD=\sigma_z$, and

$$W_s=\cos a\,D^2-i\sin a\,D\sigma_zD=\cos\mu\cos a-i(\sin\mu\cos a\,\sigma_x+\sin a\,\sigma_z).$$

Call the vector multiplying the Pauli matrices $\mathbf B=(\sin\mu\cos a,\,0,\,\sin a)$. Its squared length is

$$B^2=(1-\cos^2\mu)\cos^2a+\sin^2a=1-\cos^2\mu\cos^2a .$$

So there is an angle $\theta$ in $[0,\pi]$ with $\cos\theta=\cos\mu\cos a$ and $B=\sin\theta$. The matrix $\mathbf B\cdot\boldsymbol\sigma$ has eigenvalues $\pm\sin\theta$, and $W_s$ has eigenvalues $e^{\mp i\theta}$. With $\theta=\omega\,dt$,

$$\boxed{\cos(\omega\,dt)=\cos\mu\,\cos(k\,dx)}$$

The plain walk has the same spectrum, because $W=D^2S=D\,W_s\,D^{-1}$.

Two cases carry no error. For $m=0$ the relation gives $\theta=|a|$ when $|a|\le\pi$. For $k=0$ it gives $\theta=\mu$ when $\mu\le\pi$. Beyond these ranges the phase folds back.

The relation also shows where accuracy is lost. Replacing $a$ by $a+\pi$ reverses both $\cos a$ and $\sin a$, so $W_s(a+\pi)=-W_s(a)$. A packet whose sign alternates from site to site has, at each step, the same density as the smooth packet without the alternation. This is the two-sublattice structure seen in momentum space. It spoils the motion of a fast particle with mass at the zone edge $a=\pi$. For small $\mu$ such a particle has almost all its amplitude in $u$ and should move at nearly $c$. On the lattice its density evolves instead like that of a wave with $k=0$ and the same spinor, which is a nearly equal mixture of the frequencies $\pm M$ when the packet is much wider than $\hbar/mc$. A component with $\kappa$ near zero and spinor $u$ has weights $(1\pm\kappa/\Omega)/2$ on the two branches, whose velocities are $\pm c\kappa/\Omega$, so the packet drifts at about $c\langle\kappa^2/\Omega^2\rangle$, averaged over the smooth envelope. This is about $0.015c$ for a width of $4\hbar/mc$ and $0.16c$ for a width of $\hbar/mc$, and it tends to zero as the packet widens. Unitarity and causality survive there; for $m>0$ the agreement with the Dirac equation does not.

## Leading frequency error

Hold $k$ and $m$ fixed, with $\Omega>0$, and let $dt\to0$. Then $a$ and $\mu$ are small. Write $\theta^2=a^2+\mu^2+\delta$, with $\delta$ of fourth order. The two sides of the dispersion relation are, up to sixth-order terms,

$$\cos\theta=1-\frac{a^2+\mu^2+\delta}{2}+\frac{(a^2+\mu^2)^2}{24},$$

$$\cos\mu\cos a=1-\frac{a^2+\mu^2}{2}+\frac{a^4+\mu^4}{24}+\frac{a^2\mu^2}{4}.$$

Equating them, the pure fourth powers cancel:

$$-\frac{\delta}{2}=a^2\mu^2\left(\frac14-\frac1{12}\right)=\frac{a^2\mu^2}{6},\qquad \delta=-\frac{a^2\mu^2}{3}.$$

The square root gives $\theta\approx\Omega dt+\delta/(2\Omega dt)$. Dividing by $dt$,

$$\boxed{\omega=\Omega-\frac{dt^2\,\kappa^2M^2}{6\,\Omega}+O(dt^4)}$$

The walk's particle frequency is too low at this order. Two limits show what this means.

- Slow particle, $\kappa\ll M$: the error is $-\mu^2\kappa^2/(6M)$, while the kinetic part of $\Omega$ is $\kappa^2/(2M)$. The kinetic frequency is too small by the fraction $\mu^2/3$, as if the inertia were slightly too large.
- Fast particle, $\kappa\gg M$: the error is $-dt^2\kappa M^2/6$, while the mass contributes $M^2/(2\kappa)$ to $\Omega$. That contribution is too small by the fraction $a^2/3$.

The group velocity follows by differentiating $\cos\theta=\cos\mu\cos a$ with respect to $a$:

$$\frac{v_g}{c}=\frac{d\theta}{da}=\frac{\cos\mu\,\sin a}{\sin\theta}.$$

Since $\sin^2\theta=\sin^2a+\sin^2\mu\cos^2a\ge\sin^2a$, it follows that $|v_g|\le c|\cos\mu|$. The leading velocity error is the $\kappa$-derivative of the frequency error:

$$\frac{\delta v_g}{c}=-\frac{dt^2M^2}{6}\left(\frac{2\kappa}{\Omega}-\frac{\kappa^3}{\Omega^3}\right)=-\frac{dt^2M^2\kappa(2M^2+\kappa^2)}{6\,\Omega^3}.$$

## Errors that grow and errors that do not

For $0<\theta<\pi$, let $\mathbf n=\mathbf B/\sin\theta$. Then $W_s=e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma}$, so the walk is the evolution generated by

$$G_s=\frac{\theta}{dt\,\sin\theta}\left(\sin\mu\cos a\,\sigma_x+\sin a\,\sigma_z\right).$$

Using $\theta/\sin\theta\approx1+(a^2+\mu^2)/6$, the coefficients are

$$M\left(1-\frac{\mu^2}{6}-\frac{a^2}{2}+\frac{a^2+\mu^2}{6}\right)=M\left(1-\frac{a^2}{3}\right),$$

$$\kappa\left(1-\frac{a^2}{6}+\frac{a^2+\mu^2}{6}\right)=\kappa\left(1+\frac{\mu^2}{6}\right)$$

for $\sigma_x$ and $\sigma_z$. In the $(x,z)$ plane the defect $G_s-G$ is thus $dt^2(-M\kappa^2/3,\ \kappa M^2/6)$.

Its component along the Dirac direction $(M,\kappa)/\Omega$ is $-dt^2\kappa^2M^2/(6\Omega)$, the frequency error again. Its component along the perpendicular direction $(-\kappa,M)/\Omega$, divided by $\Omega$, is the angle by which the spinor axis is tilted:

$$\delta\varphi=\frac{dt^2M\kappa(2\kappa^2+M^2)}{6\,\Omega^2}.$$

After $n$ steps $W_s^n=\cos n\theta-i\sin n\theta\,\mathbf n\cdot\boldsymbol\sigma$. The frequency error is multiplied by $n$ inside the sine and cosine. The tilt sits in the fixed vector $\mathbf n$, multiplied by a factor of size at most 1, so it does not accumulate.

Convergence follows from an identity. Let $F(\tau)=e^{-iG_s(t-\tau)}e^{-iG\tau}$. Its derivative is $i\,e^{-iG_s(t-\tau)}(G_s-G)e^{-iG\tau}$. Integrating from $0$ to $t$ and using that the exponentials are unitary,

$$\|e^{-iG_st}-e^{-iGt}\|\le t\,\|G_s-G\|.$$

The right side is of order $t\,dt^2$, uniformly for $|k|$ below any fixed limit. For such wave functions the symmetric walk is second order.

## Plain or symmetric walk

The relation $W=DW_sD^{-1}$ gives $W^n=DW_s^nD^{-1}$. The vector $\mathbf n$ is replaced by a rotated one, $\mathbf n'$. The $\sigma_x$ part is unchanged, and

$$D\sigma_zD^{-1}=\sigma_zD^{-2}=\sigma_z(\cos\mu+i\sigma_x\sin\mu)=\cos\mu\,\sigma_z-\sin\mu\,\sigma_y,$$

because $\sigma_z\sigma_x=i\sigma_y$. So $\mathbf n'-\mathbf n=n_z(0,-\sin\mu,\cos\mu-1)$, of length $2|n_z\sin(\mu/2)|$. For a real vector $\mathbf b$, $(\mathbf b\cdot\boldsymbol\sigma)^2=b^2$, hence

$$\|W^n-W_s^n\|=2\left|\sin(n\theta)\,\sin\frac{\mu}{2}\,\frac{\sin a}{\sin\theta}\right|\le\mu .$$

The plain walk has an additional first-order error, but it is bounded in time. It can be removed at negligible cost, since $W_s^n=D^{-1}W^nD$.

The algorithm is then:

1. Sample the initial state on sites with spacing $dx=c\,dt$, with $\mu\ll1$ and $|k|dx\ll1$ for all momenta that matter. For a run of length $t$, also keep the sum of the accumulated phase error $t\,dt^2\kappa^2M^2/(6\Omega)$ and the tilt $\delta\varphi$ below the error you can accept. In short runs the tilt can be the larger of the two.
2. Apply the half coin $C(\mu/2)$ once.
3. Repeat $n$ times: shift, then full coin $C(\mu)$.
4. Apply $C(-\mu/2)$ once.

The work per step is proportional to the number of sites.

## A worked electron packet

Take $\hbar=m=c=1$. For an electron the time unit is $1.288$ zs and the length unit is $386.2$ fm. With $dt=0.1$ the steps are $0.1288$ zs and $38.62$ fm.

For a plane wave with $k=1$, $\Omega=\sqrt2=1.41421$. The leading frequency error is

$$-\frac{0.1^2}{6\times1.41421}=-1.179\times10^{-3},$$

against $-1.181\times10^{-3}$ from the eigenvalues of the step. The tilt formula gives $0.01\times3/12=2.50\times10^{-3}$ rad, and the computed tilt is $2.504\times10^{-3}$ rad.

Now take a Gaussian packet of particle states with central momentum 1 and envelope width 4 in position (the momentum dependence of the spinor widens the density slightly, to 4.008). Its momentum spread is $1/(2\times4)=0.125$. It starts at $x=80$ on a ring of length $204.8$ and runs to $t=80$, or $103$ zs. The reference is the continuum evolution of the same momentum components, found by diagonalizing $H(k)$. State errors below are norms of the difference, relative to a state of norm 1.

A frequency error alone predicts a state error of $t$ times its root-mean-square value over the packet. At the central momentum this is $80\times1.179\times10^{-3}=0.094$.

| $dt$ | symmetric | leading formula | plain |
|---|---|---|---|
| 0.2 | 0.3845 | 0.3844 | 0.3963 |
| 0.1 | 0.0962 | 0.0961 | 0.1083 |
| 0.05 | 0.0240 | 0.0240 | 0.0346 |

Halving the step divides the symmetric error by $3.995$ and then by $4.004$, as second order requires. The close agreement at $dt=0.2$ is partly a cancellation. At $k=1$ the frequency error exceeds its leading term by $0.7\%$, but a phase error $\epsilon$ changes the state by $2\sin(\epsilon/2)$, which is smaller than $\epsilon$ by the fraction $\epsilon^2/24\approx0.6\%$.

At $dt=0.1$ the symmetric error doubles from $0.0482$ at $t=40$ to $0.0962$ at $t=80$, so it accumulates. The difference between the plain and symmetric walks is $0.0499$ at both times. Its size follows from the formula above: $\mu n_z\approx0.1\times0.707$, times $1/\sqrt2$ because the spread of frequencies in the packet averages $\sin^2(n\theta)$ to one half, gives $0.050$. For the plain walk the error ratios are $3.7$ and $3.1$: its first-order part matters more as the step shrinks.

For $k=1$ and $dt=0.1$ the convergence bound is $80\times3.73\times10^{-3}=0.30$. It is safe but not sharp, since it also lets the tilt accumulate.

The velocity error shows as a lag. At $k=1$ the formula gives $0.01\times3/(6\times2.828)=1.77\times10^{-3}$, so between $t=40$ and $t=80$ the walk should fall behind by $40\times1.77\times10^{-3}=0.071$. Averaged over the packet, the formula gives $0.0703$; the measured value is $0.0706$, or $27$ fm. This is less than one lattice spacing; the whole lag at $t=80$ is twice as large, $0.141$. Further values are in the numerical output below.

## Values computed for the example and the checks

```
Natural units: hbar = m = c = 1 unless a unit is named
time unit hbar/(m c^2) = 1.28809 zs
length unit hbar/(m c) = 386.159 fm
dt = 0.1: 0.12881 zs
dx = 0.1: 38.616 fm
ring test: sites 12, mu 0.7 rad
largest unitarity defect = 1.1e-16
point source: 50 steps, mu = 0.1 rad
largest amplitude outside cone = 0.0
front amplitude, plain walk = 0.778475
front probability in u = 0.606024
plane wave k = 1.0: continuum frequency = 1.41421356
dt 0.2: omega 1.40946641, error -4.7472e-03, leading -4.7140e-03
dt 0.1: omega 1.41303299, error -1.1806e-03, leading -1.1785e-03
dt 0.05: omega 1.41391881, error -2.9476e-04, leading -2.9463e-04
group velocity k=1: continuum 0.707107 c
group velocity k=1, dt=0.1: walk 0.705334 c
largest walk velocity, dt=0.1: 0.995004 c
spinor-axis tilt k=1, dt=0.1: 2.5042e-03 rad
generator defect norm k=1, dt=0.1: 3.7316e-03
bound on error at t=80, k=1: 0.2985
packet: k0 1.0, width 4.0, start 80.0
ring length 204.8, total time 80.0
total time = 103.05 zs
dt 0.2: sites 1024, steps 400, norm drift 4.4e-14
  symmetric error t=80: 0.38454, leading 0.38438
  plain-walk error t=80: 0.39635
dt 0.1: sites 2048, steps 800, norm drift 5.8e-14
  symmetric error t=80: 0.09625, leading 0.09610
  plain-walk error t=80: 0.10834
dt 0.05: sites 4096, steps 1600, norm drift 1.3e-13
  symmetric error t=80: 0.02404, leading 0.02402
  plain-walk error t=80: 0.03461
error ratio dt 0.2/0.1: 3.995
error ratio dt 0.1/0.05: 4.004
dt 0.1 symmetric error at t=40: 0.04816
dt 0.1 plain-symmetric difference t=40: 0.04991
dt 0.1 plain-symmetric difference t=80: 0.04991
packet mean velocity, continuum: 0.702945 c
mean x at t=80, continuum: 136.23562
mean x at t=80, walk dt 0.1: 136.09446
lag gained t=40 to 80: 0.07058
lag from leading formula: 0.07028
lag gained = 27.26 fm
```
